# Thickness-independent bending moment of a thin piezoelectric film at fixed voltage

When a piezoelectric film is used to bend a plate and the supply voltage is given, the designer must decide whether film thickness belongs in the calculation as a means of raising the bending moment. At fixed voltage it does not, provided the film is thin compared with the plate and its modulus times thickness is also small compared with that of the plate. Within that range the thickness can be chosen for other reasons, such as breakdown, capacitance or ease of growth, bearing in mind that the curvature of the released plate falls with thickness sooner than the moment does. Two derivations follow, one from forces and one from work and charge.

## The model

A passive plate of thickness $h$ occupies $-h/2<z<h/2$. A film of thickness $t$ is perfectly bonded on top, with its mid-plane at $z_f=(h+t)/2$. The film is transversely isotropic about its polar axis, which points along $+z$. Its electrodes are at first taken to have no thickness. The voltage is

$$V=\int_{\rm film}E\,dz, \tag{1}$$

the potential of the bottom electrode minus that of the top one, where $E$ is the field along $z$. Tension is positive.

Away from the edges, take the displacements

$$u=(\varepsilon_0+\kappa z)x,\qquad v=(\varepsilon_0+\kappa z)y,\qquad w=-\tfrac12\kappa(x^2+y^2)+g(z).$$

The shear strain $\partial u/\partial z+\partial w/\partial x=\kappa x-\kappa x$ vanishes, and so do the other two. Both in-plane strains equal

$$S=\varepsilon_0+\kappa z. \tag{2}$$

The in-plane stresses depend on $z$ alone, so equilibrium requires $\sigma_{zz}$ to be constant through the stack. The free surfaces make it zero. There is no free charge inside the film, so the electric displacement $D$ is uniform across it.

With equal in-plane strains, the linear film obeys

$$\begin{aligned}
\sigma&=(C_{11}+C_{12})S+C_{13}S_{zz}-e_{31}E,\\
0&=2C_{13}S+C_{33}S_{zz}-e_{33}E,\\
D&=2e_{31}S+e_{33}S_{zz}+\epsilon_{33}E.
\end{aligned}$$

The second line gives $S_{zz}=(e_{33}E-2C_{13}S)/C_{33}$. Inserting this in the other two lines leaves

$$\sigma=B_fS-e_fE,\qquad D=2e_fS+\epsilon_fE, \tag{3}$$

with

$$B_f=C_{11}+C_{12}-\frac{2C_{13}^2}{C_{33}},\quad e_f=e_{31}-\frac{C_{13}}{C_{33}}e_{33},\quad \epsilon_f=\epsilon_{33}+\frac{e_{33}^2}{C_{33}}.$$

The plate obeys $\sigma=B_sS$. For a cubic plate cut on (001), the same elimination with $C_{33}=C_{11}$ and $C_{13}=C_{12}$ gives $B_s=C_{11}+C_{12}-2C_{12}^2/C_{11}$.

"Bending moment" needs a definition, because a released plate carries no net moment. Here the plate is held flat, $\kappa=0$, but left free to stretch in its plane. The moment $M$ is the couple per unit width that the edges must supply,

$$M=\int z\,\sigma\,dz .$$

The net in-plane force is zero, so this couple has the same value about every axis. Define also $\tau=t/h$ and $b=B_f/B_s$.

## First derivation: balance of forces

In the flat plate $S=\varepsilon_0$ everywhere. Since $D$ and $S$ are both uniform in the film, equation (3) makes $E$ uniform too, and equation (1) gives $E=V/t$. The piezoelectric part of the film stress is $-e_fV/t$, and its force per unit width is

$$\left(-e_f\frac{V}{t}\right)t=-e_fV. \tag{4}$$

Here the thickness cancels. A thinner film has a larger field and stress, but a smaller section on which the stress acts.

The stretch $\varepsilon_0$ follows from zero net force:

$$B_sh\,\varepsilon_0+B_ft\,\varepsilon_0-e_fV=0
\quad\Rightarrow\quad
\varepsilon_0=\frac{e_fV}{B_sh+B_ft}. \tag{5}$$

The plate stress is uniform and has no moment about $z=0$. The film stress is also uniform, so its force acts at $z_f$:

$$M=(B_ft\,\varepsilon_0-e_fV)\,z_f=-B_sh\,\varepsilon_0\,z_f .$$

The second form uses the force balance. Inserting (5), then $z_f=(h/2)(1+\tau)$, gives

$$M=-e_fV\,\frac{B_sh}{B_sh+B_ft}\,z_f=-e_fV\,\frac h2\,\frac{1+\tau}{1+b\tau}. \tag{6}$$

As $\tau\to0$ this tends to

$$M_0=-\tfrac12e_fVh, \tag{7}$$

which does not contain $t$. The relative departure from this limit is

$$\frac{M}{M_0}-1=\frac{1+\tau-(1+b\tau)}{1+b\tau}=\frac{(1-b)\tau}{1+b\tau}. \tag{8}$$

Two effects compete in (8). A thicker film has its mid-plane farther from that of the plate, which lengthens the lever arm. It also draws the neutral plane toward itself, which shortens the arm. For $b=1$ the two cancel, and within this linear model the moment is then independent of $t$ at every thickness. A film stiffer than the plate, $b>1$, loses moment as it thickens.

The sign can be read from the case $e_f<0$ and $V>0$. The force (4) is then tensile: the film would contract if it could, and the edges must supply a positive couple to keep the plate flat.

## Second derivation: work and charge

The same moment can be found without calculating the stress that the voltage produces. One bends the plate with its electrodes shorted and asks how much charge flows.

Let $U$ be the stored energy per unit area. Mechanical work is done along both in-plane directions, which gives a work density $2\sigma\,dS=2\sigma(d\varepsilon_0+z\,d\kappa)$. The normal stress does no work because it is zero. The electrical work density is $E\,dD$. Its integral over the film is $V\,dq$, where $q=D$ is the charge per unit area on the bottom electrode. With $N=\int\sigma\,dz$,

$$dU=2N\,d\varepsilon_0+2M\,d\kappa+V\,dq .$$

The plate is free to stretch, so $N=0$. Subtracting $Vq$ to make voltage the independent variable gives

$$G=U-Vq,\qquad dG=2M\,d\kappa-q\,dV. \tag{9}$$

If $G$ is a function of the state $(\kappa,V)$, its mixed second derivatives are equal:

$$2\left(\frac{\partial M}{\partial V}\right)_\kappa=-\left(\frac{\partial q}{\partial\kappa}\right)_V. \tag{10}$$

The right side is a bending experiment at $V=0$. The mean field in the film is zero, so it adds no net force, even though the field may vary with $z$. Zero net force then reads

$$B_sh\,\varepsilon_0+B_ft(\varepsilon_0+\kappa z_f)=0
\quad\Rightarrow\quad
\varepsilon_0=-\kappa z_n,\qquad z_n=\frac{B_ft}{B_sh+B_ft}\,z_f .$$

The plane $z=z_n$ is the neutral plane. The mean strain in the film is $\kappa(z_f-z_n)$. Averaging the second relation in (3) over the film removes the field term, and since $D$ is uniform,

$$q=2e_f\,\kappa\,(z_f-z_n). \tag{11}$$

For a thin film $z_f-z_n\to h/2$ and $q\to e_fh\kappa$. This charge is independent of thickness because charge per unit area measures the strain at the surface of the plate, not the volume of the film.

Equation (10) now gives $\partial M/\partial V=-e_f(z_f-z_n)$. In the linear theory this derivative is constant, and $M=0$ when $\kappa=V=0$. Hence the flat plate has

$$M=-e_fV(z_f-z_n),\qquad z_f-z_n=\frac{B_sh}{B_sh+B_ft}\,z_f=\frac h2\,\frac{1+\tau}{1+b\tau},$$

which is equation (6).

## What each derivation assumes

Both use the strain (2), perfect bonding, a uniform $D$ and an elastic plate. They differ in what they ask of the film.

The force derivation needs the stress produced by a field. It does not need a stored-energy function, so the thin-film result (7) still holds for a film with losses if $e_f$ is the measured stress coefficient under the drive in use. The moment is then independent of thickness only if that coefficient does not change with the field. It also shows why linearity matters. Suppose the active stress is $-(e_fE+mE^2)$, with $m$ a constant. The force is then $-(e_fV+mV^2/t)$, and its second part depends on thickness.

The work derivation needs the charge produced by strain, together with a reversible film for which $G$ exists. It is this reversibility that makes the coefficient $e_f$ in the charge relation equal to the one in the stress relation. In return, a test that bends a shorted sample to equal curvature in both directions predicts the moment per volt, with no separate knowledge of the film's stiffness. Bending in one direction with the other held flat gives half that charge, and for a free strip the transverse curvature must also be known. With strong hysteresis that inference is no longer secured, although the force argument may still be usable.

Both results refer to fixed voltage. At fixed field, $V=Et$ turns (7) into $M_0=-\tfrac12e_fEth$, which is proportional to film thickness. A comparison of films must therefore say which quantity is held fixed.

## Curvature after release

If the edges are released at fixed voltage, the total moment must vanish. The uniform $D$ in (3), together with (1), gives the field in the bent film:

$$E=\frac Vt-\frac{2e_f}{\epsilon_f}\kappa(z-z_f).$$

The second term adds a film stress $(2e_f^2/\epsilon_f)\kappa(z-z_f)$. This has no net force, but it resists bending. Let $K\kappa$ be the moment due to curvature at $V=0$, where $S=\kappa(z-z_n)$. Integrating $z\sigma$ over plate and film gives

$$K=\frac{B_sh^3}{12}+B_ft\,z_f(z_f-z_n)+\frac{B_ft^3}{12}(1+k),\qquad k=\frac{2e_f^2}{B_f\epsilon_f}.$$

With the lever arm found above,

$$K=\frac{B_sh^3}{12}\left[1+\frac{3b\tau(1+\tau)^2}{1+b\tau}+b(1+k)\tau^3\right]. \tag{12}$$

Zero total moment, $K\kappa+M=0$, gives $\kappa=-M/K$. To first order $M$ carries the factor $1+(1-b)\tau$ and $K$ the factor $1+3b\tau$, so

$$\kappa\simeq\frac{6e_fV}{B_sh^2}\,\bigl[1+(1-4b)\tau\bigr]. \tag{13}$$

For $b>1$ the first-order correction to the curvature is more than three times that to the moment, since $4b-1>3(b-1)$. A film can therefore be thin enough for (7) and still too thick for the leading curvature formula. The negative sign of $\kappa$ for $e_fV<0$ means that the film side becomes concave, as expected of a contracting film.

## An aluminium nitride film on silicon

Take a 100 µm (001) silicon plate and an aluminium nitride film at 20 V. Rough, rounded film constants are $C_{11},C_{12},C_{13},C_{33}=400,140,110,380$ GPa, $e_{31}=-0.60$ C/m² and $e_{33}=1.50$ C/m². For silicon take $C_{11}=166$ GPa and $C_{12}=64$ GPa. Then

$$B_f=540-\frac{2(110)^2}{380}=476\ {\rm GPa},\qquad B_s=230-\frac{2(64)^2}{166}=181\ {\rm GPa},$$

$$e_f=-0.60-1.50\,\frac{110}{380}=-1.03\ {\rm C/m^2},\qquad b=2.64 .$$

The line force is $-e_fV=20.7$ N/m. Its lever arm is 50 µm, so $M_0=1.03$ mN·m per metre of width. The leading curvature is $6e_fV/(B_sh^2)=-0.0687$ m⁻¹.

Equations (6) and (12) give the values below. Moments are in mN·m/m. The last column holds the field, not the voltage, at 0.20 MV/cm.

| $t$ (µm) | $E$ at 20 V (MV/cm) | $M$ at 20 V | $\kappa$ at 20 V (m⁻¹) | $M$ at fixed field |
|---:|---:|---:|---:|---:|
| 0.25 | 0.80 | 1.030 | −0.0671 | 0.258 |
| 0.5 | 0.40 | 1.026 | −0.0656 | 0.513 |
| 1 | 0.20 | 1.018 | −0.0627 | 1.018 |
| 2 | 0.10 | 1.002 | −0.0576 | 2.004 |
| 4 | 0.05 | 0.973 | −0.0493 | 3.892 |

Over a sixteenfold change in thickness at fixed voltage, the moment falls by about 6 % and the curvature by about 26 %. At fixed field the moment rises about fifteenfold. It falls short of sixteen because the lever arm shortens by the same 6 %.

For the 1 µm film the moment is 1.6 % below its limit and the curvature 8.8 % below. The radius of curvature is 16 m. On a disc of radius $R=5$ mm, the rise from centre to edge is $|\kappa|R^2/2=0.78$ µm.

## Where a real device departs from the model

The limit $\tau\to0$ cannot be pursued at fixed voltage without end. With a rough breakdown field of 4 MV/cm, a 20 V film must be thicker than about 50 nm, and a working device needs a margin above that. A non-piezoelectric layer of thickness $t_d$ inside the film, with permittivity equal to $\epsilon_f$, takes a fraction $t_d/t$ of the voltage and lowers the force by that fraction. Thickness independence is then lost as $t$ approaches $t_d$.

By (8), the leading result also needs $|1-b|\tau$ to be small compared with $1+b\tau$. For a film much stiffer than the plate this means $b\tau\ll1$, which a thick plate alone does not ensure: a 1 µm aluminium nitride film on a 100 µm polymer plate with Young's modulus 3 GPa and Poisson ratio 0.34 has $b\approx105$, and (6) gives $M/M_0=0.49$. If the aluminium nitride film and the silicon plate are equally thick, (6) gives $M/M_0=2/(1+b)=0.55$, and the leading result is no guide. For the 1 µm film on the 100 µm plate, a change of temperature adds a further force. A rough expansion mismatch of 1.6 ppm/K produces a line force of $B_f\times1.6\times10^{-6}\,t=0.76$ N/m per kelvin, or 3.7 % of the piezoelectric force for each kelvin of drift. The mismatch depends on temperature, and near room temperature it may be considerably smaller than this value. Two molybdenum electrodes, each 100 nm thick, with Young's modulus 330 GPa and Poisson ratio 0.3, can be added as passive layers to the same force and moment balances. Solved numerically, these lower the moment by 0.3 % and the curvature by 1.7 %.

The attraction between the electrodes and the lateral pressure of the field give an in-plane stress of about $(1+C_{13}/C_{33})\epsilon_fE^2/2$. With a clamped relative permittivity of 9.5, $\epsilon_f$ is 10.2 times the vacuum value, and for the 1 µm film at 20 V this compressive stress is 0.1 % of the piezoelectric stress. It is a term of the form $mE^2$, so its share grows as $1/t$ at fixed voltage and reaches about 2 % at 50 nm. A residual film stress of 100 MPa would bow the disc by 4.2 µm in the leading thin-film formula. This exceeds the voltage-driven bow, but in the linear model it is a constant offset. The large-deflection correction scales as the squared ratio of that bow to the plate thickness, which is 0.2 %; for a free disc the numerical factor in front is of order one or smaller. Electrostriction in the film has not been estimated.
